\section*{Richardson Emission over a Dielectric Barrier from a Maxwellian Tail, part 2}

A metal electrode in equilibrium at temperature $T$, with Fermi level $E_F$, emits electrons into a dielectric, and we want the resulting current density. The $z$ axis points into the dielectric, whose conduction-band edge has its maximum at $E_c$. The barrier height $\phi=E_c-E_F>0$ includes any lowering by the field and the image force, and is uniform over the area.

The dielectric has effective mass $m$; $m_e$ is the free-electron mass and $e$ the positive elementary charge. In the plane of the maximum, an electron with transverse and normal wave vectors $k_t$ and $k_z$ has energy $E=E_F+\phi+\varepsilon$, with $\varepsilon=\hbar^2(k_t^2+k_z^2)/2m$, and normal velocity $v_z=\hbar k_z/m$.

Three assumptions are made. First, electrons with enough energy to pass the barrier are transmitted with probability one, and the others are reflected. Second, energy and transverse wave vector are conserved. Third, every state with $k_z>0$ at the maximum is fed by a state in the electrode. The forward-moving states then have the Fermi occupation $f=1/(\exp[(E-E_F)/k_BT]+1)$, and the one-way current density, without returning electrons, is
$$J=\frac{2e}{(2\pi)^3}\int_{k_z>0}d^3k\;v_z\,f .$$

For $\phi\gg k_BT$, $f$ is replaced by its Maxwellian tail $f_M=e^{-(\phi+\varepsilon)/k_BT}$. Apart from the factor $e^{-\phi/k_BT}$, the integral is then a transverse integral $2\pi mk_BT/\hbar^2$ times a normal integral $k_BT/\hbar$. The latter follows from $v_z\,dk_z=(k_BT/\hbar)\,du$ with $u=\hbar^2k_z^2/2mk_BT$. The result is Richardson's law,
\begin{equation}
J=A\,T^2e^{-\phi/k_BT},\qquad A=\frac{e\,m\,k_B^2}{2\pi^2\hbar^3}.
\label{eq:law2}
\end{equation}

For $m=m_e$, $A=120.173$ A\,cm$^{-2}$K$^{-2}$. The main example has $\phi=1.20$ eV, $m=0.50\,m_e$, $T=400$ K, $k_BT=34.47$ meV, $A=60.1$ A\,cm$^{-2}$K$^{-2}$ and $J=7.30\times10^{-9}$ A\,cm$^{-2}$.

\subsection{The error of the Maxwellian tail}

The full Fermi function can be kept. With $\phi>0$ the quantity $f_M=e^{-(\phi+\varepsilon)/k_BT}$ is smaller than one, and the geometric series gives
\begin{equation}
f=\frac{f_M}{1+f_M}=\sum_{j=1}^{\infty}(-1)^{j+1}e^{-j(\phi+\varepsilon)/k_BT}.
\end{equation}
The term $j$ has the form of the Maxwellian tail with $k_BT$ replaced by $k_BT/j$. Its transverse integral is therefore $2\pi mk_BT/(j\hbar^2)$ and its normal integral is $k_BT/(j\hbar)$, which together bring a factor $1/j^2$. With $y=e^{-\phi/k_BT}$ the current density becomes
\begin{equation}
J_{FD}=AT^2\sum_{j=1}^\infty(-1)^{j+1}\frac{y^j}{j^2}.
\end{equation}
Integration term by term is allowed because the sum of the absolute values, $\sum_j y^j/j^2$, converges.

The first term is the Maxwellian result $J=AT^2y$. Division by it gives the relative deficit
\begin{equation}
1-\frac{J_{FD}}{J}=\frac y4-\frac{y^2}9+\frac{y^3}{16}-\dots
\end{equation}
The terms alternate in sign and decrease in size, so the sum lies between zero and its first term:
\begin{equation}
0<1-\frac{J_{FD}}{J}<\frac14\,e^{-\phi/k_BT}.
\label{eq:bound}
\end{equation}
The Maxwellian tail overestimates the emission, because it ignores that a state can hold no more than one electron.

In the example the bound is $1.9\times10^{-16}$, far below any other uncertainty. The approximation remains useful for much lower barriers. At 400 K and $\phi=0.10$ eV the deficit is 1.34\% of the Maxwellian current, and at $\phi=0.05$ eV, where $\phi$ is about $1.5\,k_BT$, it is 5.3\%. The corresponding bounds are 1.37\% and 5.9\%. These figures concern the statistics alone; they say nothing about the other assumptions at such low barriers.

\subsection{Which mass belongs in the constant}

The electrons come from a metal, whose band may have a different mass $m_M$. To find out which mass enters $A$, count the same flux inside the metal. Let the metal band be parabolic with its bottom at $E_b$, and let $q$ be the normal wave vector there:
\begin{equation}
E=E_b+\frac{\hbar^2(k_t^2+q^2)}{2m_M}.
\end{equation}
The transverse wave vector is conserved and needs no second symbol. At fixed $k_t$,
\begin{equation}
dE=\frac{\hbar^2q}{m_M}\,dq,\qquad\text{so that}\qquad
\frac{\hbar q}{m_M}\,dq=\frac{dE}{\hbar}.
\end{equation}
The velocity and the density of normal states combine to a factor that does not contain the mass. The flux that can enter the dielectric is
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int d^2k_t\;\frac1\hbar\int_{E_{\min}(k_t)}^\infty dE\;e^{-(E-E_F)/k_BT}.
\label{eq:metal}
\end{equation}
The lower limit is set by the dielectric. An electron with transverse wave vector $k_t$ has the transverse energy $\hbar^2k_t^2/2m$ there, and what remains must be enough for a real $k_z$:
\begin{equation}
E_{\min}(k_t)=E_c+\frac{\hbar^2k_t^2}{2m}.
\label{eq:threshold}
\end{equation}
The energy integral then gives
\begin{equation}
\int_{E_{\min}}^\infty dE\;e^{-(E-E_F)/k_BT}
=k_BT\,e^{-\phi/k_BT}\exp\!\left(-\frac{\hbar^2k_t^2}{2mk_BT}\right),
\end{equation}
and the remaining transverse integral is $2\pi mk_BT/\hbar^2$, with the dielectric mass. The result is \eqref{eq:law2} with the same $A$.

It might seem sufficient to demand that the normal kinetic energy in the metal exceed the height $W=E_c-E_b$ of the barrier above the band bottom. That condition reads $\hbar^2q^2/2m_M\ge W$, or
\begin{equation}
E\ge E_c+\frac{\hbar^2k_t^2}{2m_M}.
\end{equation}
It differs from \eqref{eq:threshold} by the mass and would put $m_M$ into $A$. The two agree for equal masses. For $m<m_M$ the same transverse wave vector costs more energy in the dielectric than in the metal, and the difference has to be taken from the normal motion. Some electrons that satisfy the normal-energy condition are then reflected. With $m_M=m_e$, $m=0.50\,m_e$ and $W=7.0$ eV, integration over the metal states gives $7.30\times10^{-9}$ A\,cm$^{-2}$ with the threshold \eqref{eq:threshold}, and $1.46\times10^{-8}$ A\,cm$^{-2}$ with the normal-energy condition. The second value is too large by the factor $m_M/m=2$.

The metal must also possess the states that \eqref{eq:metal} uses. At the threshold
\begin{equation}
q^2=\frac{2m_M}{\hbar^2}(E_{\min}-E_b)-k_t^2
=\frac{2m_MW}{\hbar^2}+\left(\frac{m_M}{m}-1\right)k_t^2 .
\end{equation}
For $W>0$ and $m\le m_M$ this is positive for every $k_t$, and the supply is complete. For $m>m_M$ it becomes negative beyond a wave vector $k_c$ given by
\begin{equation}
\frac{\hbar^2k_c^2}{2m}=\frac{m_M}{m-m_M}\,W .
\end{equation}
The part of the transverse integral beyond $k_c$ is a fraction $\exp(-\hbar^2k_c^2/2mk_BT)$ of the whole, so the relative loss of current is smaller than
\begin{equation}
\exp\!\left(-\frac{m_M}{m-m_M}\,\frac{W}{k_BT}\right).
\end{equation}
For a band bottom several electronvolts below the barrier this is negligible unless $m$ is much larger than $m_M$. These conclusions hold for a parabolic metal band. The emitted electrons have small $k_t$, and a real metal can lack states there at the barrier energy: the (111) face of copper has a gap at small $k_t$ that extends from below the Fermi level to several electronvolts above it. With $k_t$ conserved the third assumption then fails and the current falls far below \eqref{eq:law2}.

The argument relies on the conservation of $k_t$, which requires an interface that is uniform along its plane. Many interlayer dielectrics are amorphous or porous. If the interface scatters electrons between transverse wave vectors, the threshold \eqref{eq:threshold} no longer applies to the $k_t$ with which an electron arrives, and the present derivation does not fix the prefactor.

\subsection{The energy of the emitted electrons}

Each emitted electron counts in the current with the weight $v_z$. In terms of $u=\hbar^2k_z^2/2mk_BT$ this weight turns the normal distribution into $e^{-u}du$, as the normal integral showed. The mean normal energy of the emitted electrons is therefore
\begin{equation}
\langle\varepsilon_z\rangle=k_BT\,\frac{\int_0^\infty u\,e^{-u}du}{\int_0^\infty e^{-u}du}=k_BT .
\end{equation}
The two transverse directions lead to the same distribution $e^{-u}du$, now because of the area element $k_t\,dk_t$, and so $\langle\varepsilon_t\rangle=k_BT$. Altogether
\begin{equation}
\langle\varepsilon\rangle=2k_BT .
\end{equation}
In a gas at rest the mean would be $\tfrac32k_BT$, with $\tfrac12k_BT$ for the normal direction. The emitted beam is richer in fast electrons because these cross the plane more often. At 400 K the normal and the transverse part are 34.5 meV each.

\subsection{Two ways to plot the current}

If $\phi$ does not depend on temperature, division of \eqref{eq:law2} by $T^2$ gives
\begin{equation}
\ln\frac{J}{T^2}=\ln A-\frac{\phi}{k_B}\,\frac1T .
\end{equation}
A plot of $\ln(J/T^2)$ against $1/T$, the Richardson plot, is a straight line with slope $-\phi/k_B$ and intercept $\ln A$. All currents must be taken at the same field if the field changes $\phi$.

A plot of $\ln J$ itself has a different slope. With $\beta=1/k_BT$ one has $T^2=1/(k_B\beta)^2$, hence
\begin{equation}
\ln J=\ln\frac{A}{k_B^2}-2\ln\beta-\beta\phi,\qquad
-\frac{d\ln J}{d\beta}=\phi+\frac2\beta=\phi+2k_BT .
\label{eq:arrhenius}
\end{equation}
The extra $2k_BT$ is the mean kinetic energy found above. To see why, write the current as a sum over states with weights $g$ that contain the velocity and do not depend on temperature, $J=\sum g\,e^{-\beta(\phi+\varepsilon)}$. Then
\begin{equation}
-\frac{d\ln J}{d\beta}
=\frac{\sum g\,(\phi+\varepsilon)\,e^{-\beta(\phi+\varepsilon)}}{\sum g\,e^{-\beta(\phi+\varepsilon)}}
=\phi+\langle\varepsilon\rangle .
\end{equation}
For a barrier that does not depend on temperature, the activation energy is the mean energy, measured from the Fermi level, of the electrons that carry the current. In the example it is $1.200+2\times0.0345=1.269$ eV, which exceeds the barrier by 5.7\% of $\phi$.

\subsection{A barrier that changes with temperature}

Let the barrier vary linearly, $\phi=\phi_0+\alpha T$. Then
\begin{equation}
J=AT^2\exp\!\left(-\frac{\phi_0+\alpha T}{k_BT}\right)
=\left(A\,e^{-\alpha/k_B}\right)T^2e^{-\phi_0/k_BT}.
\end{equation}
The Richardson plot is still a straight line. Its slope gives $\phi_0$, the linear law extrapolated to $T=0$, and its intercept gives the apparent constant $A\,e^{-\alpha/k_B}$. A straight plot is therefore no evidence that the barrier is constant.

Take $\phi_0=1.24$ eV and $\alpha=-0.10$ meV/K. At 400 K the barrier is $1.24-0.04=1.20$ eV, and the current equals that of the main example. A fit to currents computed between 350 K and 450 K returns a barrier of 1.24 eV and a constant of 191.8 A\,cm$^{-2}$K$^{-2}$, which is 3.19 times the true $A$. Read as a mass, this constant would suggest $191.8/120.2=1.60$ free-electron masses in place of 0.50. A modest drift of the barrier is enough to make the intercept useless as a measure of $m$.

\subsection{From emission to leakage}

The quantity $J$ is a one-way flux. Suppose that the dielectric is free of collisions and that a second electrode at the same temperature, with its Fermi level lowered by $eV$, fills the backward-moving states at the barrier maximum under the same assumptions. Seen from that electrode the barrier is $\phi+eV$ high, and the net current density is
\begin{equation}
J_{\text{net}}=AT^2\left(e^{-\phi/k_BT}-e^{-(\phi+eV)/k_BT}\right)
=J\left(1-e^{-eV/k_BT}\right).
\end{equation}
It vanishes at $V=0$, as equilibrium demands, and approaches $J$ for $eV\gg k_BT$.

Other conditions can fail in a real layer. An electron above the barrier can still be reflected, because it is fast in the metal and slow at the maximum. For an abrupt step with $W=7.0$ eV, $m_M=m_e$ and $m=0.50\,m_e$, matching $\psi$ and $\psi'/m$, the mean transmission of the emitted flux at 400 K is about 0.29, and it grows with temperature, so that the apparent power of $T$ is near 2.4. A barrier rounded by the image force reflects less, but for the states above the maximum $A$ remains an upper limit. If collisions send a fraction $r$ of the emitted electrons back into the electrode, and the voltage is high enough that emission from the second electrode is negligible, the net current is $(1-r)J$, and when $r$ is close to one, transport in the dielectric controls the leakage. Trapped or slowly moving charge changes the field and with it $\phi$. In a high field the barrier becomes thin, and electrons below its maximum can tunnel; they are missing from $J$, although their states are more heavily occupied. For a barrier rounded by the image force, with relative permittivity 3 and the values of $\phi$, $m$ and $T$ of the example, a semiclassical estimate with the transmission $1/(1+e^{2\theta})$, where $\theta$ is the integral of the decay constant across the barrier, gives a current roughly 15\% above $J$ at 0.3 MV/cm and more than twice $J$ at 1 MV/cm. These figures show a trend only: the simpler form $e^{-2\theta}$ below the maximum and one above it gives about 43\% and more than three times, and both forms leave out the reflection at the metal interface, which lowers the current. The law is then limited to lower fields. A Richardson plot can test the temperature dependence of a measured current, but its interpretation as $\phi$ and $A$ rests on these conditions and on a barrier that is uniform over the area. If the barrier varies from place to place, the low places carry more than their share of the current, and, for local barriers that do not change with temperature, the slope gives a barrier below the average over the area.

\section*{Computed values}
\begin{verbatim}
Barrier phi: 1.20 eV
Dielectric effective mass: 0.50 m_e
Temperatures: 400 K and 300 K
kB T at 400 K: 34.469 meV
phi/(kB T) at 400 K: 34.8136
A for m = m_e: 120.173 A/(cm^2 K^2)
A for the dielectric: 60.087 A/(cm^2 K^2)
Transverse integral at 400 K: 1.4211e+18 m^-2
Normal integral at 400 K: 5.2368e+13 s^-1
A T^2 at 400 K: 9.6139e+06 A/cm^2
exp(-phi/kB T) at 400 K: 7.5974e-16
J formula, 400 K: 7.3040e-09 A/cm^2
J quadrature, 400 K: 7.3040e-09 A/cm^2
J formula, 400 K: 7.3040e-05 A/m^2
J formula, 300 K: 3.7489e-14 A/cm^2
J quadrature, 300 K: 3.7489e-14 A/cm^2
J ratio 400 K / 300 K: 1.9483e+05
T^2 part of that ratio: 1.7778
Power of T in the prefactor, 1D: 1.000000
Power of T in the prefactor, 2D: 1.500000
Power of T in the prefactor, 3D: 2.000000
Two-way gas density n, 400 K: 1.0378e+10 m^-3
Mean speed, 400 K: 1.7572e+05 m/s
Mean normal energy of emitted: 34.469 meV
Mean transverse energy of emitted: 34.469 meV
phi = 0.05 eV, 400 K: 1 - J_FD/J = 0.05320, bound 0.05861
phi = 0.10 eV, 400 K: 1 - J_FD/J = 0.01341, bound 0.01374
Tail error bound for phi = 1.20 eV, 400 K: 1.90e-16
Metal mass: 1.00 m_e; band bottom 7.0 eV below barrier
J from metal side, k_t conserved: 7.3040e-09 A/cm^2
J from normal-energy rule alone: 1.4608e-08 A/cm^2
Fit range: 350 to 450 K, 6 points
Barrier from Richardson plot: 1.20000 eV
A from Richardson plot: 60.087 A/(cm^2 K^2)
Arrhenius energy of J at 400 K: 1.26894 eV
Varying barrier: phi0 = 1.24 eV, alpha = -0.10 meV/K
Varying barrier at 400 K: 1.20 eV
Its apparent barrier: 1.24000 eV
Its apparent A: 191.759 A/(cm^2 K^2)
Apparent A / true A: 3.1914
\end{verbatim}
